# PAW overlaps between ground-state and core-hole orbitals for X-ray absorption amplitudes, part 1

(Sections cited here and not found follow in the second part.)

## First half: the overlap between two datasets

When an X-ray photon removes a 1s electron, the remaining electrons feel a stronger attraction and their orbitals contract. In a mean-field description the initial state is a determinant of orbitals $\psi$ from the ground-state potential, and the final state is a determinant of orbitals $\psi'$ from the potential with a core hole. The absorption amplitude then needs the overlaps $\langle\psi|\psi'\rangle$. These are not Kronecker deltas, because the two sets belong to different Hamiltonians.

In the projector augmented-wave (PAW) method one has smooth pseudo orbitals, and each set has its own map back to all-electron orbitals:
$$
\psi=T\tilde\psi,\quad T=1+\sum_{a,p}|\Delta\phi^a_p\rangle\langle\tilde p^a_p|,\quad \Delta\phi^a_p=\phi^a_p-\tilde\phi^a_p .
$$
Here $a$ labels atoms, $\phi$ and $\tilde\phi$ are all-electron and pseudo partial waves, and $\tilde p$ are projectors. For the core-hole calculation $T'$ has the same form with primed quantities. The excited atom has different datasets in the two calculations, and every other atom has the same one.

The nuclei do not move. The augmentation spheres do not overlap, and $\Delta\phi^a_p$ vanishes outside sphere $a$. The projectors are confined to their spheres and are dual to the pseudo waves of their own set, $\langle\tilde p_p|\tilde\phi_s\rangle=\delta_{ps}$. Both datasets of the excited atom have the radius $r_c$. I write
$$
P_p=\langle\tilde p_p|\tilde\psi\rangle,\qquad P'_q=\langle\tilde p'_q|\tilde\psi'\rangle,\qquad (f,g)=\int_{r<r_c}f^*g\,d^3r .
$$

### (a) Expand $\langle T\tilde\psi|T'\tilde\psi'\rangle$ without assuming that any set of partial waves is complete.

**Solution.** Applying the two maps gives
$$
T\tilde\psi=\tilde\psi+\sum_{a,p}\Delta\phi^a_pP^a_p,\qquad
T'\tilde\psi'=\tilde\psi'+\sum_{b,q}\Delta\phi'^b_qP'^b_q .
$$
The product has four kinds of term. The last kind contains $\langle\Delta\phi^a_p|\Delta\phi'^b_q\rangle$, which vanishes for $a\ne b$ because the two functions live in separate spheres. Hence
$$
\langle T\tilde\psi|T'\tilde\psi'\rangle=\langle\tilde\psi|\tilde\psi'\rangle+\sum_aC^a,
$$
and for one atom, with its label dropped,
$$
C=\sum_pP_p^*(\Delta\phi_p,\tilde\psi')+\sum_q(\tilde\psi,\Delta\phi'_q)P'_q+\sum_{pq}P_p^*(\Delta\phi_p,\Delta\phi'_q)P'_q. \tag{1}
$$
The coefficients of the bra are conjugated and those of the ket are not. The first two sums are inconvenient when the pseudo orbital is known only on a coarse grid or in plane waves, because they ask for its integrals with a sharply varying atomic function.

### (b) Reduce $C$ to projector coefficients and a matrix that depends on the two datasets alone. What has been left out if the sets are finite?

**Solution.** Inside the sphere, separate each pseudo orbital into its one-centre expansion and a residual:
$$
\tilde\psi=\sum_p\tilde\phi_pP_p+\rho,\qquad
\tilde\psi'=\sum_q\tilde\phi'_qP'_q+\rho'.
$$
Each orbital is expanded in the dataset with which it was calculated. There is no need to expand ground-state partial waves in core-hole ones.

The first sum in (1) becomes
$$
\sum_{pq}P_p^*(\Delta\phi_p,\tilde\phi'_q)P'_q+\sum_pP_p^*(\Delta\phi_p,\rho'),
$$
and the second becomes
$$
\sum_{pq}P_p^*(\tilde\phi_p,\Delta\phi'_q)P'_q+\sum_q(\rho,\Delta\phi'_q)P'_q .
$$
The three integrals that now multiply $P_p^*P'_q$ are
$$
\begin{aligned}
(\Delta\phi_p,\tilde\phi'_q)&=(\phi_p,\tilde\phi'_q)-(\tilde\phi_p,\tilde\phi'_q),\\
(\tilde\phi_p,\Delta\phi'_q)&=(\tilde\phi_p,\phi'_q)-(\tilde\phi_p,\tilde\phi'_q),\\
(\Delta\phi_p,\Delta\phi'_q)&=(\phi_p,\phi'_q)-(\phi_p,\tilde\phi'_q)-(\tilde\phi_p,\phi'_q)+(\tilde\phi_p,\tilde\phi'_q).
\end{aligned}
$$
In their sum the mixed products $(\phi_p,\tilde\phi'_q)$ and $(\tilde\phi_p,\phi'_q)$ cancel. The pseudo product occurs with the factor $-1-1+1=-1$. Therefore
$$
C=\sum_{pq}P_p^*M_{pq}P'_q+\delta,\qquad
M_{pq}=(\phi_p,\phi'_q)-(\tilde\phi_p,\tilde\phi'_q), \tag{2}
$$
$$
\delta=\sum_pP_p^*(\Delta\phi_p,\rho')+\sum_q(\rho,\Delta\phi'_q)P'_q. \tag{3}
$$
If both residuals vanish in the sphere, $\delta=0$ and the required overlap is
$$
\boxed{\langle T\tilde\psi|T'\tilde\psi'\rangle=\langle\tilde\psi|\tilde\psi'\rangle+\sum_{pq}P_p^*M_{pq}P'_q+\sum_{a\,\rm other}C^a.} \tag{4}
$$
For finite sets (4) is an approximation. The omitted $\delta$ is of first order in the residuals and is weighted by $\Delta\phi$, so a residual in a region where the all-electron and pseudo waves agree does no harm to this step.

Equation (4) has a direct reading. The smooth product counts pseudo density in the sphere. The matrix removes that contribution and inserts the product of the all-electron expansions.

### (c) What is $M$ when the datasets coincide? Does the result depend on how the partial waves are chosen, and may the ground-state overlap matrix stand in for $M$?

**Solution.** For identical datasets
$$
M_{pq}\to\Delta S_{pq}=(\phi_p,\phi_q)-(\tilde\phi_p,\tilde\phi_q),
$$
the usual PAW overlap correction. With coefficients taken from the two different pseudo orbitals, this matrix gives the $C^a$ of every unexcited atom, again up to a remainder of the form (3). For different datasets $M$ need not be Hermitian, since its rows and columns refer to different functions, and it need not be square. Exchanging bra and ket replaces $M$ by $M^\dagger$.

Now recombine the core-hole waves with an invertible matrix $A$:
$$
\bar\phi'_q=\sum_s\phi'_sA_{sq},\qquad \bar{\tilde\phi}'_q=\sum_s\tilde\phi'_sA_{sq}.
$$
Duality with the new pseudo waves requires $\langle\bar p'_q|=\sum_s(A^{-1})_{qs}\langle\tilde p'_s|$, because then
$$
\langle\bar p'_q|\bar{\tilde\phi}'_t\rangle=\sum_{su}(A^{-1})_{qs}\delta_{su}A_{ut}=\delta_{qt}.
$$
In matrix form $\bar P'=A^{-1}P'$ and $\bar M=MA$, so
$$
P^\dagger\bar M\bar P'=P^\dagger MAA^{-1}P'=P^\dagger MP'.
$$
The overlap is unchanged, as a physical quantity must be. If $\Delta S$ of the ground state is put in place of $M$, the term becomes $P^\dagger\Delta S\,A^{-1}P'$, which varies with $A$. The substitution therefore depends on the arbitrary normalization and ordering of the core-hole waves. It may give a number near the right one when the two datasets were generated alike, but it has no definite value.

If the two radii differ, $\Delta\phi_p$ ends at $r_c$ and $\Delta\phi'_q$ at $r'_c$. The steps of (b) then require $\tilde\psi'$ to be expanded accurately where $\Delta\phi_p$ is nonzero, and $\tilde\psi$ where $\Delta\phi'_q$ is nonzero. With $r'_c>r_c$, the ground-state expansion must hold beyond its own sphere, and the integrals in $M$ extend to $r'_c$.

### (d) Find the matrix elements of the coordinate $z$, and the overlap of a ground-state core orbital $\phi_c$ with a final valence orbital.

**Solution.** Multiplication by $z$ does not move a function out of its sphere. Every step of (a) and (b) can be repeated with $z$ inside each integral, and
$$
\langle\psi|z|\psi'\rangle\simeq\langle\tilde\psi|z|\tilde\psi'\rangle+\sum_{pq}P_p^*\left[(\phi_p,z\phi'_q)-(\tilde\phi_p,z\tilde\phi'_q)\right]P'_q, \tag{5}
$$
plus the corresponding terms of other atoms. The omitted part is (3) with $z$ inserted.

The core orbital belongs to the dataset and is known as an all-electron function, so only the ket has to be transformed:
$$
\langle\phi_c|T'\tilde\psi'\rangle=\langle\phi_c|\tilde\psi'\rangle+\sum_q(\phi_c,\Delta\phi'_q)P'_q. \tag{6}
$$
The tail of $\phi_c$ in other spheres has been neglected. No expansion of $\tilde\psi'$ was used. The dipole element follows by inserting $z$ in both terms.

This overlap is generally nonzero. The final valence orbital is orthogonal to the core orbital $\phi'_c$ of its own Hamiltonian, whereas $\phi_c$ is an eigenfunction of another one.

### (e) The true all-electron orbitals may differ from $T\tilde\psi$ and $T'\tilde\psi'$. How do (4) and the literal product $\langle T\tilde\psi|T'\tilde\psi'\rangle$ compare with the true overlap?

**Solution.** Put $\psi_1=\sum_p\phi_pP_p$ and $\tilde\psi_1=\sum_p\tilde\phi_pP_p$. In the sphere let the true orbital be $\psi_1+R$, while $\tilde\psi=\tilde\psi_1+\rho$. Then $T\tilde\psi=\psi_1+\rho$, which differs from the true orbital by $\rho-R$. Primed quantities are defined likewise. Suppose that true and pseudo orbitals agree outside the sphere, so that all differences come from inside.

The sphere part of (4) is
$$
(\tilde\psi_1+\rho,\tilde\psi'_1+\rho')+(\psi_1,\psi'_1)-(\tilde\psi_1,\tilde\psi'_1).
$$
Multiplying out and subtracting $(\psi_1+R,\psi'_1+R')$ gives the error of (4):
$$
[(\tilde\psi_1,\rho')-(\psi_1,R')]+[(\rho,\tilde\psi'_1)-(R,\psi'_1)]+(\rho,\rho')-(R,R'). \tag{7}
$$
The error of the literal product is
$$
(\psi_1,\rho'-R')+(\rho-R,\psi'_1)+(\rho,\rho')-(R,R'). \tag{8}
$$
Both are formally of first order. In (7) each residual is paired with the expansion of its own kind, pseudo with pseudo and all-electron with all-electron. In (8) the pseudo residual is paired with the all-electron expansion. These identities do not decide which error is smaller, so $\delta$ should not be taken as the error of (4) against the true overlap.

### (f) Construct a dataset for one angular momentum $l$, and the equation that its pseudo orbitals obey.

**Solution.** For a spherical potential $v$ write an orbital as $u(r)Y_{lm}/r$. The radial Hamiltonian is
$$
h=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+v(r)
$$
in Hartree atomic units, and $(f,g)$ becomes $\int_0^{r_c}fg\,dr$ for real radial functions. Choose reference energies $\varepsilon_j$ and let $u_j$ be the solution of $hu_j=\varepsilon_ju_j$ that is regular at the origin. It need not be an eigenfunction of the atom. Let $\tilde u_j$ be a smooth function that joins $u_j$ at $r_c$ in value, slope and curvature, and let $\tilde h$ contain a smooth potential $\tilde v$ equal to $v$ for $r\ge r_c$. Define
$$
\chi_j=(\varepsilon_j-\tilde h)\tilde u_j,\qquad B_{ij}=(\tilde u_i,\chi_j),\qquad \tilde p_i=\sum_j\chi_j(B^{-1})_{ji}.
$$
The joining conditions make $\chi_j$ vanish at $r_c$. Duality holds because
$$
(\tilde p_i,\tilde u_k)=\sum_j(B^{-1})_{ji}B_{kj}=(BB^{-1})_{ki}=\delta_{ki}.
$$

With complete expansions, the energy of $T\tilde\psi$ is that of $\tilde\psi$ under $\tilde h$, corrected in the sphere by
$$
\Delta H_{ij}=(u_i,hu_j)-(\tilde u_i,\tilde h\tilde u_j)
=\varepsilon_j\Delta S_{ij}+B_{ij}.
$$
The second form uses $hu_j=\varepsilon_ju_j$ and $\tilde h\tilde u_j=\varepsilon_j\tilde u_j-\chi_j$. This matrix is symmetric: exchanging $i$ and $j$ in $(u_i,hu_j)$ changes it by a surface term made of values and slopes at $r_c$, and the pseudo waves have the same surface term. Making the energy stationary at fixed norm gives
$$
\Big[\tilde h+\sum_{ij}|\tilde p_i\rangle\Delta H_{ij}\langle\tilde p_j|\Big]\tilde u
=E\Big[1+\sum_{ij}|\tilde p_i\rangle\Delta S_{ij}\langle\tilde p_j|\Big]\tilde u. \tag{9}
$$
At $E=\varepsilon_k$ the function $\tilde u_k$ satisfies this equation inside the sphere, since
$$
(\tilde h-\varepsilon_k)\tilde u_k+\sum_i\tilde p_iB_{ik}
=-\chi_k+\sum_{ij}\chi_j(B^{-1})_{ji}B_{ik}=0.
$$
At other energies a finite set leaves an error. The pseudo orbitals are normalized with the operator on the right of (9), not with the plain product.

## Second half: determinants and a carbon atom

The orbitals $\psi$ and $\psi'$ belong to the ground-state and core-hole potentials, with pseudo orbitals $\tilde\psi,\tilde\psi'$ and projector coefficients $P,P'$. For a single atom the first half gave
$$
\langle\psi|\psi'\rangle\simeq\langle\tilde\psi|\tilde\psi'\rangle+\sum_{pq}P_p^*M_{pq}P'_q,\qquad
M_{pq}=(\phi_p,\phi'_q)-(\tilde\phi_p,\tilde\phi'_q),
$$
where $(\cdot,\cdot)$ is an integral inside radius $r_c$. For a dipole element $z$ is inserted in every integral. A core orbital $\phi_c$ needs only the transformation of its partner, equation (6). The literal product $\langle T\tilde\psi|T'\tilde\psi'\rangle$ differs from the formula by the remainder $\delta$ of (3). Atomic units are used, so dipole elements are in bohr.

### (g) Let $\Phi_i$ and $\Phi_f$ be normalized $N$-electron determinants of orbitals $i_k$ and $f_j$, each set orthonormal. Express $\langle\Phi_f|\sum_nz_n|\Phi_i\rangle$ through $S_{jk}=\langle f_j|i_k\rangle$ and $D_{jk}=\langle f_j|z|i_k\rangle$.

This part has derived the PAW formulas for overlaps and dipole elements between ground-state and core-hole orbitals, identified what finite partial-wave sets leave out, and constructed the datasets. It remains to solve (g) for the determinant amplitude and to apply the results to a carbon atom.
